# Why computed flexural phonons of monolayers turn linear or imaginary, part 2

In a free-standing monolayer the flexural acoustic (ZA) branch should follow $\omega\propto q^2$, but computed force constants $\Phi_{i\alpha,j\beta}$ can give $\omega^2$ a $q^2$ term, either as an artefact of broken rotational invariance or from real stress. The treatment is harmonic, with short-ranged $\Phi$. The layer lies in the $xy$ plane, $\mathbf q$ is in-plane, $\mathbf d=\mathbf r_j-\mathbf r_i$, atom $i$ is on sublattice $\kappa$ at height $z_\kappa$ ($\sum_\kappa z_\kappa=0$), and $M$ and $A$ are the cell's mass and area. The acoustic sum rule (ASR) is $\sum_j\Phi_{i\alpha,j\beta}=0$. The rotation condition, at zero forces, and the Huang conditions, for a stress-free layer, are

$$R_{\kappa\alpha,\beta\gamma}\equiv\sum_j\left(\Phi_{i\alpha,j\beta}d_\gamma-\Phi_{i\alpha,j\gamma}d_\beta\right)=0.\tag{1}$$

$$[\alpha\beta,\gamma\lambda]\equiv-\tfrac12\sum_{i\in\text{cell}}\sum_j\Phi_{i\alpha,j\beta}d_\gamma d_\lambda,\qquad[\alpha\beta,\gamma\lambda]=[\gamma\lambda,\alpha\beta].\tag{2}$$

The Fourier-transformed force constants expand in $q$ as $C(\mathbf q)=C_0+iC_1+C_2+\dots$; $t_\alpha$ is the uniform unit translation and $G$ the pseudo-inverse of $C_0$. The acoustic matrix $K$, with eigenvalues $M\omega^2$, is

$$K_{\alpha\beta}=i\,t_\alpha^TC_1t_\beta+t_\alpha^TC_2t_\beta-(C_1t_\alpha)^TG\,(C_1t_\beta)+O(q^3).\tag{3}$$

The first term vanishes under (1) or inversion symmetry; otherwise it can give one branch $M\omega^2=-c|q|$. With $w_{\kappa\gamma}=q_\gamma z_\kappa$ and $\rho_{\kappa\alpha}=R_{\kappa\alpha,z\gamma}q_\gamma$, at order $q^2$

$$K_{zz}=q_\gamma q_\lambda\big([zz,\gamma\lambda]-[\gamma\lambda,zz]\big)-2\,w\cdot\rho-\rho^TG\rho.\tag{4}$$

$$K_{\alpha z}=q_\gamma q_\lambda\big([\alpha z,\gamma\lambda]-[\gamma\lambda,\alpha z]\big)\qquad(R=0).\tag{5}$$

Eliminating the in-plane block $K_\parallel$ gives

$$M\omega^2=K_{zz}-K_{z\alpha}\left[(K_\parallel-M\omega^2)^{-1}\right]_{\alpha\beta}K_{\beta z}.\tag{6}$$

For a force-free layer with in-plane stress $\sigma$ (positive in tension) and bending rigidity $\kappa_b$,

$$[zz,\gamma\lambda]-[\gamma\lambda,zz]=A\sigma_{\gamma\lambda},\qquad\frac{M\omega^2}{A}=\sigma_{\gamma\lambda}q_\gamma q_\lambda+\kappa_bq^4.\tag{7}$$

Compression gives $\omega^2<0$ below $q^*=\sqrt{|\sigma|/\kappa_b}$. The derivation used the second-order energy

$$E_2=\sum_bf_b|\Delta\mathbf u_b|^2+2\sum_{bb'}f_{bb'}(\mathbf d_b\cdot\Delta\mathbf u_b)(\mathbf d_{b'}\cdot\Delta\mathbf u_{b'}),$$

with $\Delta\mathbf u_b$ the relative displacements and $f_b,f_{bb'}$ the first and second derivatives of the energy in the squared distances $|\mathbf d_b|^2$.

The example is a buckled honeycomb of two 30 u atoms ($M=2m$), A at $z=-h/2$ and B at $+h/2$, with springs $\phi=\frac12k(r-r_0)^2$ on three neighbour shells: $k=10,\ 2,\ 0.5$ eV/Å² and $r_0=2,\ 3,\ 3.5$ Å. Relaxed, it has zero force and stress, lattice constant $a=2.99004$ Å, $h=1.00461$ Å, $A=7.7426$ Å², tensions $\phi'=-0.02660,\ -0.01991,\ +0.04790$ eV/Å, $[zz,xx]=[xx,zz]=12.003$ eV, $\kappa_b=1.2952$ eV and $A\kappa_b=10.03$ eV Å². With $\tau=\phi'/r$, $\Phi_{ij}=-[(k-\tau)\mathbf{dd}/r^2+\tau\mathbb 1]$.

**Residual stress.** A biaxial strain of $+0.1$ %, with the internal coordinates relaxed, gives $\sigma=0.007518$ eV/Å² $=0.12$ N/m. With the area $7.7426\times1.001^2=7.758$ Å², (7) predicts $K_{zz}/q^2=0.0583$ eV, as found, and a velocity of 306 m/s. At $-0.1$ %, $\sigma=-0.007533$ eV/Å² and $q^*=\sqrt{0.007533/1.2952}=0.0763$ Å⁻¹, against a computed zero at 0.0762. The instability is present in the energy itself. At $|q|=0.0405$ Å⁻¹, (7) gives $m\omega^2=\frac12(-0.05821\times0.0405^2+10.03\times0.0405^4)=\frac12(-9.55+2.70)\times10^{-5}=-3.42\times10^{-5}$ eV/Å², and a frozen-phonon second difference of the full energy gives $-3.41\times10^{-5}$. Uniaxial strain, with unequal $\sigma_{xx}$ and $\sigma_{yy}$, also passes the test of (7) in two directions.

**Truncation.** Drop shell 3 and restore the ASR through the on-site terms. For springs the dyadic part of $\Phi$ cancels in both residuals, leaving $[zz,xx]-[xx,zz]=\frac12\sum\tau(d_x^2-d_z^2)$ and $R_A\equiv R_{Ax,zx}=\sum_j\tau d_z$. Both vanish in the full model, so after the cut they equal minus the share of shell 3. Its neighbours lie at in-plane distance $2a/\sqrt3$ in three directions, so $\langle d_x^2\rangle=2a^2/3=5.960$ Å², and $\tau_3=0.04790/3.59579=0.01332$ eV/Å². The cell has six directed pairs, so the Huang residual is $-3\tau_3(5.960-1.009)=-0.198$ eV, and $R_A=-3\tau_3h=-0.0401$ eV/Å. Inversion gives $R_B=-R_A$. For $\mathbf q\parallel x$, $w=qh(-\frac12,\frac12)$ and $\rho=qR_A(1,-1)$, so $-2w\cdot\rho=2hR_Aq^2=-0.0807\,q^2$ eV. With a third term of $-0.0001$ eV, $K_{zz}/q^2=-0.279$ eV. The shell removed was under tension, so the remaining springs are net compressed and the branch is imaginary: the first two terms add to $-3\tau_3(5.960+1.009)=-0.279$ eV, which is $A(\sigma_{xx}+\sigma_{zz})$ of those springs. Unlike a relaxed compressed layer, the cut set has $\sigma_{zz}\ne0$ and $R\ne0$. The estimate $\sqrt{0.279/10.03}=0.17$ Å⁻¹, which borrows $\kappa_b$ from the full model, agrees with the computed change of sign between 0.1 and 0.2 Å⁻¹.

**Supercell folding.** Displacements in an $N\times N$ supercell yield the sum of $\Phi$ over periodic images, which Fourier interpolation shares equally among the shortest image vectors. At commensurate $\mathbf q$ all images have the same phase and $C(\mathbf q)$ is unchanged, but the moments change. In a $2\times2$ cell the three third neighbours are images of one another, and each receives their average $\bar\Phi$. Since $\langle d_xd_z\rangle=0$, $\bar\Phi_{xz}=0$, while $\sum\Phi_{xx}d_z$ is preserved. The piece $\sum\Phi_{xz}d_x=-3(k_3-\tau_3)\langle d_x^2\rangle h/r^2$ is lost from a sum that was zero, so

$$R_A=\frac{3\times0.48668\times5.960\times1.00461}{3.59579^2}=0.676\ \text{eV/Å},$$

and $2hR_A=1.3585$ eV. The $x$ block of $C_0$ is $s\begin{pmatrix}1&-1\\-1&1\end{pmatrix}$, decoupled by the threefold axis, with $[xx,zz]=sh^2$, so $s=12.003/1.0092=11.89$ eV/Å². Its optical eigenvalue is $2s$ and $|\rho|^2=2R_A^2q^2$, so $\rho^TG\rho=R_A^2q^2/s=0.0384\,q^2$ eV. All Huang residuals stay zero in this case (tested), and $K_{zz}/q^2=1.3585-0.0384=1.320$ eV. Diagonalization gives 1.302 eV, 1.4 % below $K_{zz}/q^2$, with the sign that (6) requires; the lowest-order $3\times3$ matrix (3), coupling included, reproduces the diagonalization in the test along a generic direction. The result is a spurious velocity of about 1450 m/s in a stress-free layer. The error scales with $k_3$, not with the small $\tau_3$, and needs no prestress.

**Noise.** One realization of Gaussian noise of 0.01 eV/Å², made to obey permutation symmetry, the ASR and inversion, gives $0.0530-0.0789-0.0003=-0.0262$ eV. The two leading terms have opposite signs, and the Huang residual alone would give the wrong sign. The same noise without inversion symmetry produces the linear term, $M\omega^2/|q|=-0.074$ eV/Å.

## Imposing the conditions

All the conditions are linear in $\Phi$. Collect the constants on the retained pairs, on-site blocks included, in a vector $x$, and stack permutation symmetry, the ASR, (1) and (2) into $Lx=0$. Minimizing $|\delta|^2$ subject to $L(x+\delta)=0$ gives, with Lagrange multipliers $\mu$, $\delta=L^T\mu$ and $LL^T\mu=-Lx$, whose solution is

$$x\to x-L^+Lx,\tag{8}$$

with the pseudo-inverse $L^+$ absorbing redundant rows. This is an orthogonal projection. The space group leaves the norm and the constraint subspace invariant, so the projection commutes with it and a symmetric input stays symmetric.

ZA frequencies in cm⁻¹ for $\mathbf q\parallel x$ (in Å⁻¹), imaginary values written negative:

| case | 0.01 | 0.05 | 0.2 |
|---|---|---|---|
| exact | 0.0213 | 0.532 | 8.27 |
| cut | −0.355 | −1.69 | 4.41 |
| cut, projected | 0.0213 | 0.532 | 8.21 |
| folded | 0.768 | 3.87 | 16.8 |
| folded, projected | 0.0214 | 0.533 | 8.26 |

After projection the exponent of $\omega^2$, measured by doubling a small $q$, is 3.9998 in every case, as in the exact model. The largest change of any constant is 0.021 eV/Å² for the cut set, 0.041 for the folded set and 0.006 for the noisy set without inversion, against a leading spring of 10 eV/Å². Both conditions are needed in the cut set: imposing rotation alone leaves $-0.203$ eV in $K_{zz}/q^2$, and imposing Huang alone leaves $-0.095$ eV.

The rigidities after projection are 1.2986, 1.2997 and 1.2902 eV, errors of $+0.3$ %, $+0.3$ % and $-0.4$ % relative to 1.2952 eV. The last value is for $\mathbf q\parallel x$ and one realization; noise breaks the hexagonal isotropy, and other realizations of the same size give errors of either sign up to about 1 %, with differences of similar size between directions. Nothing in (8) guarantees such agreement, since $\kappa_b$ involves moments beyond the second, which $L$ does not constrain; it is a property of this model and these perturbations. The projection also has a cost away from $\Gamma$. The folded constants give the lowest M-point mode correctly, 146.75 cm⁻¹, and the projected ones give 144.06 cm⁻¹, 1.8 % below it, because (8) does not know which wave vectors were already right.

The projection cannot tell an artefact from a stress. Applied to the stretched layer it changes no constant by more than 0.0045 eV/Å² and returns a clean quadratic branch, which removes a real 306 m/s membrane mode.

## What to do

The recipe holds within the assumptions above: a free-standing layer, harmonic theory and short-ranged force constants. It does not cover a layer on a substrate, where rigid translation and tilt of the layer cost energy, the anharmonic renormalization of the long-wave branch at finite temperature, or the long-range dipolar part of the constants in a polar layer, which many layers with inequivalent faces are. Before any correction, evaluate $R$, the Huang residual and the three terms of (4) from the real-space constants, using the same image vectors and weights as the interpolation, and obtain the in-plane stress from the total-energy calculation; in a slab geometry $\sigma$ is the three-dimensional stress times the cell height. If $R\approx0$, the flexural Huang residual equals $A\sigma$ and the coupling residuals in (5) vanish, the $q^2$ term of $\omega^2$ is physical for that cell; these conditions say nothing about $\kappa_b$. For a free layer the cell should then be relaxed until $q^*=\sqrt{|\sigma|/\kappa_b}$ lies well below the smallest wave vector of interest, since by (7) the stress changes $\omega^2$ by the relative amount $(q^*/q)^2$; in the model, 0.12 N/m already puts $q^*$ at 0.076 Å⁻¹. For a layer that is strained on purpose, the rotation condition may be imposed at zero forces, but the target for the flexural Huang residual is $A\sigma_{\gamma\lambda}$ from (7) and not zero. Under anisotropic stress the in-plane residuals are not zero either: the $f_b$ term of $E_2$ contributes $A\delta_{\alpha\beta}\sigma_{\gamma\lambda}$ to $[\alpha\beta,\gamma\lambda]$, so the full set of targets is $[\alpha\beta,\gamma\lambda]-[\gamma\lambda,\alpha\beta]=A(\delta_{\alpha\beta}\sigma_{\gamma\lambda}-\delta_{\gamma\lambda}\sigma_{\alpha\beta})$. If $R\ne0$ at zero forces, or the residual differs from $A\sigma$, possible causes include truncation, folding, noise, anharmonicity from finite displacements, and an error in the computed stress. Crystal symmetry should be restored, the range or supercell enlarged until the residuals are close to their targets, and the projection applied with both conditions. For a stress-free layer this is (8); for a layer strained on purpose it becomes $x\to x-L^+(Lx-b)$, where $b$ holds the stress targets above in the Huang rows and zero elsewhere. The result should be checked in two places the constraints do not control: the frequencies at commensurate wave vectors, and $\kappa_b$, against a larger supercell or a direct bending energy. If the two faces are inequivalent, the bending energy should be taken at fixed axial length and averaged over the two senses of bending, with $2\pi R_c$ equal to the flat length of the strip that was rolled up. Another choice, such as the mean atomic radius, shifts $R_c$ by a constant length, and the term linear in $1/R_c$ then contributes at order $1/R_c^2$, the order from which $\kappa_b$ is read.

## Numbers as computed

```
inputs: m = 30.0 u, k = [10.   2.   0.5] eV/A^2, rest = [2.  3.  3.5] A
inputs: strain +-0.001, noise 0.01 eV/A^2, tube radii 100, 200 A
relaxed a = 2.99004 A, h = 1.00461 A, area = 7.7426 A^2
shell 1: r = 1.99734 A, tension = -0.02660 eV/A
shell 2: r = 2.99004 A, tension = -0.01991 eV/A
shell 3: r = 3.59579 A, tension = +0.04790 eV/A
optical modes at Gamma (cm^-1): 373.9 464.3 464.3
in-plane K/q^2: TA 17.713 eV, LA 46.846 eV
exact: [zz,xx] = 12.00317 eV, [xx,zz] = 12.00317 eV
kappa: phonons 1.29518 eV, cylinder 1.29518 eV
w/q^2 = 213.19 cm^-1 A^2, exponent of w^2 = 3.9998
tension: sigma = +0.007518 eV/A^2 = +0.1205 N/m
compression: sigma = -0.007533 eV/A^2 = -0.1207 N/m
q*: formula 0.0763 1/A, zero of w^2 0.0762 1/A
uniaxial 0.01: sxx = 0.060627, syy = 0.014599 eV/A^2
frozen phonon |q| = 0.0405 1/A: m w^2 = -3.4136e-05 (energy), -3.4136e-05 (diag) eV/A^2
q along x, eV: Huang part, -2w.rho, -rho.G.rho, Kzz/q^2, diagonalization
  tension    +0.05833 +0.00000 -0.00000 +0.05833 +0.05833
  compress   -0.05821 -0.00000 -0.00000 -0.05821 -0.05821
  cut        -0.19784 -0.08066 -0.00014 -0.27865 -0.27874
  folded     +0.00000 +1.35852 -0.03844 +1.32008 +1.30186
  noise+inv  +0.05295 -0.07894 -0.00025 -0.02624 -0.02634
  cut,R only -0.20265 +0.00000 -0.00000 -0.20265 -0.20266
  cut,H only +0.00000 -0.09490 -0.00020 -0.09510 -0.09523
R[A,x,z,x]: cut -0.04014, folded +0.67614 eV/A
spurious or real ZA velocity, tension: 306 m/s
spurious or real ZA velocity, folded: 1447 m/s
noise without inversion: M w^2/|q| = -0.07426 eV/A
projected cut: max change 0.0214 eV/A^2, exponent 3.9998, kappa 1.2986 eV
projected folded: max change 0.0407 eV/A^2, exponent 3.9998, kappa 1.2997 eV
projected noise: max change 0.0061 eV/A^2, exponent 3.9998, kappa 1.2902 eV
projected tension: max change 0.0045 eV/A^2, exponent 3.9998, kappa 1.2889 eV
ZA in cm^-1 (negative = imaginary), q along x in 1/A: (0.01, 0.02, 0.05, 0.1, 0.2)
  exact        0.0213   0.0852   0.5319   2.1155   8.2732
  tension      0.1640   0.3361   0.9702   2.6607   8.8545
  compress    -0.1610  -0.3134  -0.6116   1.3701   7.6490
  cut         -0.3548  -0.7055  -1.6923  -2.8275   4.4147
  folded       0.7683   1.5379   3.8662   7.8809  16.8273
  noise+inv   -0.1072  -0.2011  -0.1188   1.8176   8.0001
  cut fix      0.0213   0.0854   0.5323   2.1132   8.2075
  folded fix   0.0214   0.0854   0.5327   2.1172   8.2570
  noise fix    0.0213   0.0851   0.5309   2.1115   8.2571
M-point lowest mode (cm^-1): exact, folded, folded fix: 146.75 146.75 144.06
```
